\section*{Energy derivative and Wronskian of scalar-relativistic radial functions in LAPW, part 1}

(Sections cited here and not found follow in the second part.)

\section{An orbital inside a muffin-tin sphere}

An electron in a crystal of heavy atoms moves slowly between the atoms and fast near each nucleus. The linearized augmented plane wave (LAPW) method divides space accordingly. Between the atoms the basis functions are plane waves. Inside a sphere of radius $R$ around each nucleus they are built from radial solutions $g_l(r,E)$ of the spherical potential $V(r)$. The band energy is not known beforehand, so the radial solution at the unknown energy is replaced by a combination of the solution $g_l$ at a fixed energy $E$ and its energy derivative $\dot g_l=\partial g_l/\partial E$, and the two coefficients are fixed by joining to the plane wave at $r=R$. This needs a differential equation for $\dot g_l$ and the determinant $g_l'\dot g_l-g_l\dot g_l'$ of the joining conditions.

For the Schr\"odinger equation the energy enters the radial problem once, as the eigenvalue. Differentiating $(H-E)g=0$ gives $(H-E)\dot g=g$, and a normalized $g$ has $R^2(g'\dot g-g\dot g')=2$ in Hartree units, or $1$ in Rydberg units. Near a heavy nucleus the kinetic energy is comparable with $mc^2$, and the radial equation is the scalar-relativistic one, in which the energy enters a second time through the mass factor $M=1+(E-V)/(2c^2)$. For the large component alone, neither Schr\"odinger statement is then an identity at finite $c$; both are recovered as $c\to\infty$.

Hartree atomic units are used ($\hbar=m=e=1$, $c=1/\alpha$), and $E$ excludes the rest energy. A prime is $\partial/\partial r$, a dot is $\partial/\partial E$, and $\lambda=l(l+1)$. The potential is real, local, spherical and independent of $E$. The index $l$ is dropped.

\section{The radial pair}

\subsection{Reduction from the Dirac equation}

The starting point is the radial Dirac equation for $G$ and $F$, which are $r$ times the large and small radial components:
\begin{equation}
G'=-\frac{\kappa}{r}G+2McF,\qquad F'=\frac{\kappa}{r}F+\frac{V-E}{c}G,\qquad 2Mc^2=2c^2+E-V ,
\label{dirac}
\end{equation}
with $\kappa=l$ for $j=l-\tfrac12$ and $\kappa=-l-1$ for $j=l+\tfrac12$; both values give $\kappa(\kappa+1)=\lambda$. With $G=rg$ one has $G'-G/r=rg'$. Define $Q=rg'/(2M)$, which is $cr$ times the Koelling--Harmon function $g'/(2Mc)$ and requires $M\neq0$. Subtracting $G/r$ from the first equation of (\ref{dirac}) and dividing by $2M$ gives
\begin{equation}
Q=cF-\frac{(\kappa+1)G}{2Mr}.
\label{Qdef}
\end{equation}
The product rule applied to the factors $G$, $1/r$ and $1/M$ gives
\begin{equation}
Q'=cF'-\frac{(\kappa+1)G'}{2Mr}+\frac{(\kappa+1)G}{2Mr^2}+\frac{(\kappa+1)M'G}{2M^2r}.
\end{equation}
By (\ref{dirac}) and (\ref{Qdef}), $cF'=\kappa Q/r+\kappa(\kappa+1)G/(2Mr^2)+(V-E)G$. With $G'=G/r+2MQ$ the second term equals $-(\kappa+1)G/(2Mr^2)-(\kappa+1)Q/r$, and its first part cancels the third term. The terms in $Q$ add to $\kappa Q/r-(\kappa+1)Q/r=-Q/r$, so
\begin{equation}
Q'=-\frac{Q}{r}+\Big[\frac{\lambda}{2Mr^2}+V-E\Big]G+(\kappa+1)\frac{M'G}{2M^2r}.
\label{exactQ}
\end{equation}
Only the last term, the spin-orbit term, distinguishes the two values of $j$. Weighted with the degeneracies $2|\kappa|$, which are $2l$ and $2l+2$ out of $4l+2$, the factor $\kappa+1$ (equal to $l+1$ and $-l$) has the moments
\begin{align}
\langle\kappa+1\rangle&=\frac{2l(l+1)-(2l+2)l}{4l+2}=0,\nonumber\\
\langle(\kappa+1)^2\rangle&=\frac{2l(l+1)^2+(2l+2)l^2}{4l+2}=\frac{2l(l+1)(2l+1)}{4l+2}=\lambda .
\label{moments}
\end{align}
The scalar-relativistic approximation gives both $j$ a common radial function $P=rg$ and drops the spin-orbit term, whose weighted mean then vanishes:
\begin{equation}
P'=\frac Pr+2MQ,\qquad Q'=-\frac Qr+UP,\qquad U=\frac{\lambda}{2Mr^2}+V-E .
\label{pair}
\end{equation}
For $l\ge1$ this is an approximation. For $l=0$ only $\kappa=-1$ exists, $Q=cF$, and (\ref{pair}) is the Dirac equation itself. Everything below is exact for the pair (\ref{pair}).

\subsection{The regular solution}

Let $V=-Z/r+V_0+O(r)$ with $rV$ analytic at the origin and $Z>0$. Multiplied by $r$, the pair reads $r\,y'=\mathsf A(r,E)\,y$ for $y=(P,Q)$. Its entries are $\pm1$, $2Mr=Z/c^2+[2+(E-V_0)/c^2]\,r+\dots$ and $rU=\lambda/(2Mr)+r(V-E)\to\lambda c^2/Z-Z$. The energy is absent from $\mathsf A(0,E)$. Inserting $P=a_0r^\gamma$, $Q=b_0r^\gamma$ gives $(\gamma-1)a_0=(Z/c^2)b_0$ and $(\gamma+1)b_0=(\lambda c^2/Z-Z)a_0$. The product of the two equations yields
\begin{equation}
\gamma=\sqrt{\lambda+1-Z^2/c^2},\qquad \frac{b_0}{a_0}=\frac{(\gamma-1)c^2}{Z},
\label{indicial}
\end{equation}
for the regular root. Real $\gamma>0$ for all $l$ requires $Z<c$. If $\gamma<\tfrac12$, the second solution $r^{-\gamma}$ is square integrable too, and the choice of $r^{+\gamma}$ is then a boundary condition that has to be imposed.

In the series $y=r^\gamma\sum_n y_nr^n$, the coefficient $y_n$ follows from the lower ones by inverting $n+\gamma-\mathsf A(0)$. The eigenvalues of $\mathsf A(0)$ are $\pm\gamma$, so the inverse exists for all $n\ge1$. With $a_0$ held fixed, $y_0$ is independent of $E$ and the higher $y_n$ are analytic in $E$. Away from the origin the coefficients of (\ref{pair}) are smooth in $E$ wherever $M\neq0$, so the solution depends smoothly on $E$ and $\partial_r\partial_E=\partial_E\partial_r$. From here on $M>0$ is assumed on $0<r\le R$, that is $E-V>-2c^2$. For fixed $a_0$,
\begin{equation}
P,Q=O(r^{\gamma}),\qquad \dot P,\dot Q=O(r^{\gamma+1}).
\label{orders}
\end{equation}
For a potential that is finite and smooth at the origin, $M\to M_0(E)$, $P=a_0r^{l+1}+\dots$, $Q=rg'/(2M)=la_0r^l/(2M_0)+\dots$, and $\dot P=O(r^{l+2})$, $\dot Q=O(r^l)$.

The signs in (\ref{pair}) can be checked on the Coulomb ground state. Take $l=0$, $V=-Z/r$, $P=r^\gamma e^{-Zr}$, $Q=\beta P$ with $\beta=(\gamma-1)c^2/Z$, and $E=c^2(\gamma-1)$. The first equation requires $\gamma-1=Z\beta/c^2$ and $-Z=(2+E/c^2)\beta=(\gamma^2-1)c^2/Z$; the second requires $\beta(\gamma+1)=-Z$ and $\beta Z=E$. The first and fourth conditions restate the choices of $\beta$ and $E$; the second and third hold because $\gamma^2-1=-Z^2/c^2$.

\section{First derivation: differentiating the pair}

The mass factor is kept at first as a general function $M(r,E)$. The energy appears in (\ref{pair}) in $P$, $Q$, in the coefficient $2M$ and twice in $U$:
\begin{equation}
\partial_E(2M)=2\dot M,\qquad \dot U=-\frac{\lambda\dot M}{2M^2r^2}-1 .
\end{equation}
The product rule, with the two derivatives exchanged, gives
\begin{equation}
\dot P'=\frac{\dot P}{r}+2M\dot Q+2\dot MQ,\qquad
\dot Q'=-\frac{\dot Q}{r}+U\dot P-\Big[1+\frac{\lambda\dot M}{2M^2r^2}\Big]P .
\label{general}
\end{equation}
For $M=1+(E-V)/(2c^2)$ one has $\dot M=1/(2c^2)$, hence $2\dot M=1/c^2$ and $\lambda\dot M/(2M^2r^2)=\lambda/(2Mcr)^2$:
\begin{align}
\dot P'&=\frac{\dot P}{r}+2M\dot Q+\frac{Q}{c^2},\nonumber\\
\dot Q'&=-\frac{\dot Q}{r}+\Big[\frac{\lambda}{2Mr^2}+V-E\Big]\dot P-\Big[1+\frac{\lambda}{(2Mcr)^2}\Big]P .
\label{dot}
\end{align}
The source $-P$ is the Schr\"odinger one. The source $Q/c^2$ arises because a higher energy makes the electron heavier in the radial kinetic term, and $-\lambda P/(2Mcr)^2$ because the heavier electron sees a lower centrifugal barrier.

Let $W(r)=Q\dot P-P\dot Q$. Its derivative has four terms, each taken from (\ref{pair}) or (\ref{dot}):
\begin{align}
Q'\dot P&=-\frac{Q\dot P}{r}+UP\dot P,\nonumber\\
Q\dot P'&=+\frac{Q\dot P}{r}+2MQ\dot Q+\frac{Q^2}{c^2},\nonumber\\
-P'\dot Q&=-\frac{P\dot Q}{r}-2MQ\dot Q,\nonumber\\
-P\dot Q'&=+\frac{P\dot Q}{r}-UP\dot P+\Big[1+\frac{\lambda}{(2Mcr)^2}\Big]P^2 .
\end{align}
The terms in $1/r$, in $U$ and in $2M$ cancel in pairs, and only the sources remain:
\begin{equation}
W'=P^2+\frac{Q^2}{c^2}+\frac{\lambda P^2}{(2Mcr)^2}.
\label{Wprime}
\end{equation}
At the origin, (\ref{orders}) gives $W=O(r^{2\gamma+1})$ for a point nucleus. This agrees with (\ref{Wprime}), whose right side is $O(r^{2\gamma})$ because $2Mcr\to Z/c$. For finite $V$ and $l\ge1$ the leading term is $-P\dot Q=la_0^2r^{2l+1}/(4M_0^2c^2)$, whose derivative equals the leading part $(l^2+\lambda)a_0^2r^{2l}/(4M_0^2c^2)$ of (\ref{Wprime}), since $l^2+\lambda=l(2l+1)$. For $l=0$ this term vanishes and $W=a_0^2r^3/3+\dots$. If $a_0$ depends on $E$, the multiple $(\dot a_0/a_0)(P,Q)$ is added to $(\dot P,\dot Q)$, and it drops out of $W$ because $QP-PQ=0$. In all these cases $W(0)=0$, and integration of (\ref{Wprime}) gives the Wronskian relation
\begin{equation}
W\equiv\big(Q\dot P-P\dot Q\big)_{R}=N\equiv\int_0^R\Big[P^2+\frac{Q^2}{c^2}+\frac{\lambda P^2}{(2Mcr)^2}\Big]dr .
\label{wronski}
\end{equation}
For general $M(r,E)$ the same four lines, with (\ref{general}), give
\begin{equation}
W=\int_0^R\Big[P^2+2\dot MQ^2+\frac{\lambda\dot MP^2}{2M^2r^2}\Big]dr ,
\label{Wgeneral}
\end{equation}
provided the lower limit vanishes.

The integral $N$ is the charge in the sphere within the scalar-relativistic approximation. From (\ref{Qdef}) with common $P$ and $Q$, the Dirac small component is $F_\kappa=Q/c+(\kappa+1)P/(2Mcr)$. In the weighted mean of $F_\kappa^2$ the cross term vanishes by the first line of (\ref{moments}), and the second line gives $\langle F_\kappa^2\rangle=Q^2/c^2+\lambda P^2/(2Mcr)^2$. So $N=\int(P^2+\langle F_\kappa^2\rangle)\,dr$ is the $j$-averaged Dirac norm built from the common radial functions.

\section{Second derivation: a linear eigenvalue problem}

The pair is nonlinear in $E$ only through $1/M$ in the centrifugal term. That nonlinearity is removed by keeping one more component. Define
\begin{equation}
\Phi=\frac Qc,\qquad S=\frac{\sqrt\lambda\,P}{2Mcr},\qquad u=(P,\Phi,S).
\label{S}
\end{equation}
In the second equation of (\ref{pair}), $\lambda P/(2Mr^2)=c\sqrt\lambda\,S/r$, so $c(\Phi'+\Phi/r)=c\sqrt\lambda\,S/r+(V-E)P$. The first equation multiplied by $c$ reads $c(P'-P/r)=2Mc^2\Phi=(2c^2+E-V)\Phi$. The definition of $S$ multiplied by $2Mc^2$ reads $c\sqrt\lambda\,P/r=(2c^2+E-V)S$. Moving the terms in $E$ to the right gives
\begin{align}
VP-c\Big(\Phi'+\frac\Phi r\Big)+\frac{c\sqrt\lambda}{r}S&=EP,\nonumber\\
c\Big(P'-\frac Pr\Big)+(V-2c^2)\Phi&=E\Phi,\nonumber\\
\frac{c\sqrt\lambda}{r}P+(V-2c^2)S&=ES .
\label{H}
\end{align}
The left sides define an operator $H$ that contains no energy, and (\ref{H}) is $Hu=Eu$. The two lower components have a plain meaning: $\Phi/r=g'/(2Mc)$ and $S/r=\sqrt\lambda\,g/(2Mcr)$ are the radial and angular parts of the gradient of $gY_{lm}$ divided by $2Mc$, since the angular integral of $|\nabla(gY_{lm})|^2$ is $g'^2+\lambda g^2/r^2$. The scalar product is $\langle v|u\rangle=\int_0^R v\cdot u\,dr$, and $\langle u|u\rangle=N$.

\subsection{Green's identity}

Take any two differentiable triples $u_1,u_2$ and form $u_2\cdot Hu_1-u_1\cdot Hu_2$. The terms in $V$ and $V-2c^2$ are symmetric under $1\leftrightarrow2$ and cancel. The terms in $\sqrt\lambda$ enter $u_2\cdot Hu_1$ as $(c\sqrt\lambda/r)(P_2S_1+S_2P_1)$, which is symmetric as well. The terms in $c/r$ enter as $-(c/r)(P_2\Phi_1+\Phi_2P_1)$, again symmetric. The derivative terms remain:
\begin{align}
u_2\cdot Hu_1-u_1\cdot Hu_2&=c\,(-P_2\Phi_1'+\Phi_2P_1')-c\,(-P_1\Phi_2'+\Phi_1P_2')\nonumber\\
&=c\,(\Phi_2P_1-P_2\Phi_1)'=(Q_2P_1-P_2Q_1)' .
\label{green}
\end{align}
$H$ is therefore symmetric up to a boundary term. Let $u_1,u_2$ be regular solutions at energies $E_1,E_2$. The left side is then $(E_1-E_2)\,u_1\cdot u_2$. At the origin the ratio $Q/P$ in (\ref{indicial}) is the same for both, so the $r^{2\gamma}$ term of $Q_2P_1-P_2Q_1$ cancels and the lower limit is $O(r^{2\gamma+1})$; for finite $V$ it is $O(r^{2l+1})$. Hence
\begin{align}
\big(Q_2P_1-P_2Q_1\big)_R&=(E_1-E_2)\,\langle u_1|u_2\rangle,\nonumber\\
\langle u_1|u_2\rangle&=\int_0^R\Big[P_1P_2+\frac{Q_1Q_2}{c^2}+\frac{\lambda P_1P_2}{4M_1M_2c^2r^2}\Big]dr ,
\label{two}
\end{align}
where $M_i=M(r,E_i)$. The relation is exact for any energy difference. Two solutions of different energy with the same $Q/P$ at $R$ are orthogonal in this product.

Set $E_2=E$ and $E_1=E+\delta$, so that $P_1(R)=P+\delta\dot P+o(\delta)$ and $Q_1(R)=Q+\delta\dot Q+o(\delta)$. The left side is $QP-PQ+\delta(Q\dot P-P\dot Q)+o(\delta)$. Division by $\delta$ and the limit $\delta\to0$, in which $\langle u_1|u_2\rangle\to N$, give (\ref{wronski}) with no use of a differential equation for $\dot P,\dot Q$.

\subsection{The derivative equation}

Because $H$ does not depend on $E$, differentiating $(H-E)u=0$ gives
\begin{equation}
(H-E)\dot u=u,\qquad \dot u=(\dot P,\dot Q/c,\dot S).
\label{inhom}
\end{equation}
The Schr\"odinger form is exact for the three-component function. The third row is algebraic. With $V-2c^2-E=-2Mc^2$ it reads $c\sqrt\lambda\,\dot P/r-2Mc^2\dot S=S$, and inserting $S$ from (\ref{S}),
\begin{equation}
\dot S=\frac{\sqrt\lambda}{2Mcr}\Big[\dot P-\frac{P}{2Mc^2}\Big].
\label{Sdot}
\end{equation}
The second row reads $c(\dot P'-\dot P/r)-2Mc\dot Q=Q/c$; divided by $c$ it is the first line of (\ref{dot}). The first row reads $(V-E)\dot P-(\dot Q'+\dot Q/r)+c\sqrt\lambda\,\dot S/r=P$. By (\ref{Sdot}),
\begin{equation}
\frac{c\sqrt\lambda}{r}\dot S=\frac{\lambda\dot P}{2Mr^2}-\frac{\lambda P}{4M^2c^2r^2},
\end{equation}
and solving for $\dot Q'$ gives the second line of (\ref{dot}). Finally, (\ref{green}) with $u_1=\dot u$, $u_2=u$ states $\langle u|(H-E)\dot u\rangle-\langle\dot u|(H-E)u\rangle=W$. The first bracket is $N$ by (\ref{inhom}) and the second is zero, so the Wronskian is the asymmetry of the $2\times2$ matrix of $H$ in the basis $\{u,\dot u\}$ inside the sphere.

\section{What each derivation assumes}

Both derivations need a real, local, energy-independent $V$, the regular solution, a vanishing lower limit and $M\neq0$ in the sphere. A potential that depends on $E$ would add $\dot V$ to $\dot U$ and replace $\dot M$ by $(1-\dot V)/(2c^2)$, and $H$ in (\ref{H}) would no longer be fixed. A zero of $M$ makes $U$ and $S$ singular for $l\ge1$; for $l=0$ the pair contains no $1/M$, and (\ref{dot}) and (\ref{wronski}) survive.

The first derivation needs $P$ and $Q$ differentiable in $E$ at every radius, with exchangeable derivatives. It makes no use of the form of $M$: equations (\ref{general}) and (\ref{Wgeneral}) cover a mass frozen at a reference energy and the scalar zeroth-order regular approximation, $M=1-V/(2c^2)$, both with $\dot M=0$. It produces the integrand (\ref{Wprime}) as what is left after cancellation, and the reading of $N$ as a norm has to be supplied from (\ref{moments}).

The second derivation rests on $2Mc^2=2c^2+E-V$ being linear in $E$, which is what lets the energy terms move to the right of (\ref{H}); the unit slope makes them $E\Phi$ and $ES$. With another constant slope $\eta$ they become $\eta E\Phi$ and $\eta ES$, and the same steps give (\ref{two}) with its last two terms multiplied by $\eta$; a frozen mass is the case $\eta=0$. The derivation does not apply if $M$ depends on $E$ nonlinearly. In return $N$ appears as the scalar product in which $H$ is symmetric, the finite relation (\ref{two}) and the orthogonality come out, and the Wronskian needs only differentiability of the two boundary values and continuity of $u$ in norm. The derivative equation (\ref{inhom}) needs the same smoothness as the first route. The linearity assumption can be located in the two-component language as well: repeating the four-line computation with two energies gives the terms $2(M_1-M_2)Q_1Q_2$ and $\lambda(1/M_2-1/M_1)P_1P_2/(2r^2)$, and these are proportional to $E_1-E_2$ with the weights in (\ref{two}) because $M_1-M_2=(E_1-E_2)/(2c^2)$.

The equations (\ref{dot}) for the energy derivative and the Wronskian relation (\ref{wronski}) have now been derived in two ways for the scalar-relativistic pair, and the assumptions of each derivation compared. It remains to use them at the sphere boundary, for the normalization, the Wronskian of the large component and the joining coefficients, to compare with a frozen mass, and to work through a numerical example.
